# Two-Electron Spin-Orbit Integrals from Derivatives of Repulsion Integrals over Gaussians: a program that tests the result

```python
"""Two-electron spin-orbit integrals from derivatives of repulsion integrals.

Result under test (Hartree atomic units, real Gaussians a,b,c,d at A,B,C,D):
  <a(1)c(2)| r12 x p1 / r12^3 |b(1)d(2)> = -i J(ab|cd),
  J(ab|cd) = d/dA x d/dB (ab|cd),  (ab|cd) = ordinary repulsion integral.
Each shell holds the functions s, px, py, pz with one common exponent.
J is applied to the spin-orbit splitting of the boron atom:
  zeta = alpha^2/2 [ Z<r^-3> - sum_k 2 D_k + sum_k 6 X_k ],
  D_k = J_z(px py|k k),  X_k = J_z(px k|k py),  k = doubly occupied s orbital.
"""
from itertools import permutations, product
import numpy as np
from scipy import constants
from scipy.integrate import cumulative_trapezoid, trapezoid
from scipy.special import hyp1f1
from pyscf import gto, scf

POWERS = np.array([[0, 0, 0], [1, 0, 0], [0, 1, 0], [0, 0, 1]])
TOP = 6                      # highest total Hermite order for s and p shells
SIDE = TOP + 1
STRIDE = (SIDE * SIDE, SIDE, 1)


def flat(cell):
    return sum(n * s for n, s in zip(cell, STRIDE))


# Recipe that raises Hermite Coulomb integrals from lower ones.
RAISE = []
for cell in sorted(product(range(SIDE), repeat=3), key=sum):
    if 1 <= sum(cell) <= TOP:
        axis = next(k for k in range(3) if cell[k] > 0)
        one = flat(cell) - STRIDE[axis]
        two = one - STRIDE[axis] if cell[axis] > 1 else 0
        RAISE.append((sum(cell), flat(cell), axis, one, two, cell[axis] - 1))

BRA_CELLS = list(product(range(5), repeat=3))
KET_CELLS = list(product(range(3), repeat=3))
GATHER = np.array([[flat(np.add(t, k)) for k in KET_CELLS] for t in BRA_CELLS])
KET_SIGN = np.array([(-1.0) ** sum(k) for k in KET_CELLS])


def boys(n, T):
    return hyp1f1(n + 0.5, n + 1.5, -T) / (2 * n + 1)


def hermite_coulomb(rho, separation):
    """Derivatives of F0(rho R^2) with respect to R, flattened."""
    sep = [float(x) for x in separation]
    orders = np.arange(SIDE)
    seeds = (-2 * rho) ** orders * boys(orders, rho * sum(x * x for x in sep))
    higher = [0.0] * SIDE ** 3
    for n in range(TOP, -1, -1):
        current = [0.0] * SIDE ** 3
        current[0] = float(seeds[n])
        for total, here, axis, one, two, count in RAISE:
            if total > TOP - n:
                break
            current[here] = sep[axis] * higher[one] + count * higher[two]
        higher = current
    return np.array(higher)


def coulomb_matrix(p, P, q, Q):
    prefactor = 2 * np.pi ** 2.5 / (p * q * np.sqrt(p + q))
    return prefactor * hermite_coulomb(p * q / (p + q), P - Q)[GATHER]


def hermite_table(a, b, xa, xb):
    """Hermite expansion E[i,j,t] of a one-dimensional Gaussian product."""
    p = a + b
    centre = (a * xa + b * xb) / p
    E = np.zeros((3, 3, 6))
    E[0, 0, 0] = np.exp(-a * b / p * (xa - xb) ** 2)
    for i, j in product(range(3), repeat=2):
        if i + j == 0:
            continue
        lower, shift = ((E[i - 1, j], centre - xa) if i
                        else (E[i, j - 1], centre - xb))
        for t in range(5):
            E[i, j, t] = shift * lower[t] + (t + 1) * lower[t + 1]
            if t:
                E[i, j, t] += lower[t - 1] / (2 * p)
    return E[:, :, :5]


def pair_expansion(a, A, b, B):
    """Hermite coefficients of ab (plain) and of grad a x grad b (cross)."""
    plain, dA, dB = [], [], []
    for k in range(3):
        E = hermite_table(a, b, A[k], B[k])
        left = 2 * a * E[1:3, :2]
        left[1] -= E[0, :2]
        right = 2 * b * E[:2, 1:3]
        right[:, 1] -= E[:2, 0]
        row, col = POWERS[:, k][:, None], POWERS[:, k][None, :]
        plain.append(E[row, col])
        dA.append(left[row, col])
        dB.append(right[row, col])

    def assemble(factors):
        return np.einsum('abt,abu,abv->abtuv', *factors)

    cross = []
    for k in range(3):
        l, m = (k + 1) % 3, (k + 2) % 3
        first, second = list(plain), list(plain)
        first[l], first[m] = dA[l], dB[m]
        second[m], second[l] = dA[m], dB[l]
        cross.append(assemble(first) - assemble(second))
    return assemble(plain), np.array(cross)


def ket_vectors(plain):
    return plain[:, :, :3, :3, :3].reshape(4, 4, 27) * KET_SIGN


def integral_blocks(exps, centres):
    """Repulsion block [a,b,c,d] and spin-orbit block J[xyz,a,b,c,d]."""
    a, b, c, d = exps
    A, B, C, D = centres
    p, q = a + b, c + d
    M = coulomb_matrix(p, (a * A + b * B) / p, q, (c * C + d * D) / q)
    plain, cross = pair_expansion(a, A, b, B)
    right = M @ ket_vectors(pair_expansion(c, C, d, D)[0]).reshape(16, 27).T
    repulsion = (plain.reshape(16, 125) @ right).reshape(4, 4, 4, 4)
    return repulsion, (cross.reshape(48, 125) @ right).reshape(3, 4, 4, 4, 4)


def norms(a):
    s = (2 * a / np.pi) ** 0.75
    return np.array([s, 2 * np.sqrt(a) * s, 2 * np.sqrt(a) * s,
                     2 * np.sqrt(a) * s])


def normalize(block, exps):
    return np.einsum('...abcd,a,b,c,d->...abcd', block, *map(norms, exps))


# ---- Independent road: quadrature of the original operator ---------------
def values(a, A, r):
    x = r - A
    g = np.exp(-a * np.sum(x * x, axis=1))
    return np.vstack([g, x.T * g])


def gradients(b, B, r):
    x = r - B
    g = np.exp(-b * np.sum(x * x, axis=1))[:, None]
    out = [-2 * b * x * g]
    for k in range(3):
        out.append((np.eye(3)[k] - 2 * b * x[:, k:k + 1] * x) * g)
    return np.array(out)


def definition_block(exps, centres):
    """Six-dimensional quadrature of a (r12/r12^3 x grad b) c d."""
    a, b, c, d = exps
    A, B, C, D = centres
    p, q = a + b, c + d
    P, Q = (a * A + b * B) / p, (c * C + d * D) / q
    x, w = np.polynomial.hermite.hermgauss(3)   # exact for the inner integral
    w = w * np.exp(x * x) / np.sqrt(p + q)
    nodes = np.array(list(product(x, repeat=3))) / np.sqrt(p + q)
    inner = np.array([np.prod(t) for t in product(w, repeat=3)])
    ct, wt = np.polynomial.legendre.leggauss(24)
    phi = 2 * np.pi * np.arange(40) / 40
    st = np.sqrt(1 - ct ** 2)
    n = np.stack([np.outer(st, np.cos(phi)), np.outer(st, np.sin(phi)),
                  np.outer(ct, np.ones(40))], axis=-1).reshape(-1, 3)
    angular = np.repeat(wt * 2 * np.pi / 40, 40)
    far = np.linalg.norm(P - Q) + 6.5 / np.sqrt(p * q / (p + q))
    radii, wr = np.polynomial.legendre.leggauss(48)
    radii, wr = (radii + 1) * far / 2, wr * far / 2
    weight = np.outer(angular, inner).ravel()
    direction = np.repeat(n, len(nodes), axis=0)
    total = np.zeros((48, 16))
    for u, wu in zip(radii, wr):
        middle = (p * P + q * (Q + u * n)) / (p + q)
        r1 = (middle[:, None, :] + nodes[None]).reshape(-1, 3)
        r2 = r1 - u * direction
        turned = np.cross(direction[None], gradients(b, B, r1))
        left = values(a, A, r1) * weight * wu
        bra = turned.transpose(2, 0, 1)[:, None] * left[None, :, None]
        ket = values(c, C, r2)[:, None] * values(d, D, r2)[None]
        total += bra.reshape(48, -1) @ ket.reshape(16, -1).T
    return total.reshape(3, 4, 4, 4, 4)


# ---- Independent road: finite differences of pyscf repulsion integrals ----
def pyscf_repulsion(exps, centres):
    atoms = [('H%d' % (k + 1), tuple(R)) for k, R in enumerate(centres)]
    basis = {'H%d' % (k + 1): [[0, [e, 1.0]], [1, [e, 1.0]]]
             for k, e in enumerate(exps)}
    mol = gto.M(atom=atoms, basis=basis, unit='Bohr', verbose=0)
    return mol.intor('int2e', shls_slice=(0, 2, 2, 4, 4, 6, 6, 8))


def mixed_difference(exps, centres, i, k, j, l, h):
    total = 0
    for si, sj in product((1, -1), repeat=2):
        moved = np.array(centres, dtype=float)
        moved[i, k] += si * h
        moved[j, l] += sj * h
        total = total + si * sj * pyscf_repulsion(exps, moved)
    return total / (4 * h * h)


def derivative_cross(exps, centres, i, j, h=0.01):
    """d/dR_i x d/dR_j of the repulsion block, with h^2 error removed."""
    def second(k, l):
        fine = mixed_difference(exps, centres, i, k, j, l, h)
        coarse = mixed_difference(exps, centres, i, k, j, l, 2 * h)
        return (4 * fine - coarse) / 3
    return np.array([second((k + 1) % 3, (k + 2) % 3)
                     - second((k + 2) % 3, (k + 1) % 3) for k in range(3)])


# ---- Four-centre example with round parameters ---------------------------
exps = (0.8, 0.5, 0.6, 0.9)
centres = np.array([[0, 0, 0], [1, 0, 0], [0, 1, 0], [0, 0.5, 1]], dtype=float)
repulsion, J_raw = integral_blocks(exps, centres)
J_quad = definition_block(exps, centres)
error_quad = np.max(np.abs(J_raw - J_quad))
assert np.max(np.abs(J_quad)) > 0.1
assert error_quad < 1e-8

J = normalize(J_raw, exps)
error_eri = np.max(np.abs(normalize(repulsion, exps)
                          - pyscf_repulsion(exps, centres)))
assert error_eri < 1e-10
cross_AB = derivative_cross(exps, centres, 0, 1)
cross_AC = derivative_cross(exps, centres, 0, 2)
cross_AD = derivative_cross(exps, centres, 0, 3)
error_fd = np.max(np.abs(J - cross_AB))
error_shift = np.max(np.abs(J + cross_AC + cross_AD))
assert error_fd < 1e-5 and error_shift < 1e-5   # finite-difference accuracy

a, b, c, d = exps
A, B, C, D = centres
p, q = a + b, c + d
P, Q = (a * A + b * B) / p, (c * C + d * D) / q
mu, rho = a * b / p, p * q / (p + q)
K = np.exp(-mu * np.sum((A - B) ** 2) - c * d / q * np.sum((C - D) ** 2))
N = 2 * np.pi ** 2.5 / (p * q * np.sqrt(p + q))
T = rho * np.sum((P - Q) ** 2)
closed = 4 * mu * rho * K * N * boys(1, T) * np.cross(A - B, P - Q)
assert np.allclose(closed, J_quad[:, 0, 0, 0, 0], atol=1e-9)
norm_ssss = np.prod([norms(e)[0] for e in exps])

# ---- One common centre: separate labels still give nonzero integrals ------
same_exps, same_centres = (1.0,) * 4, np.zeros((4, 3))
J_same_raw = integral_blocks(same_exps, same_centres)[1]
J_same_quad = definition_block(same_exps, same_centres)
error_same = np.max(np.abs(J_same_raw - J_same_quad))
assert error_same < 1e-8
assert np.allclose(J_same_quad, -J_same_quad.transpose(0, 2, 1, 3, 4), atol=1e-8)
J_same = normalize(J_same_raw, same_exps)
assert abs(J_same[2, 1, 2, 0, 0]) > 0.01

# ---- Spin factors from explicit antisymmetrized s^2 p functions -----------
spin = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]]]) / 2
one = np.eye(2)
states = []
for orbital, sigma in product((1, 2, 3), (0, 1)):
    occupied = (0, 1, 2 * orbital + sigma)
    psi = np.zeros((8, 8, 8))
    for order in permutations(range(3)):
        sign = np.linalg.det(np.eye(3)[list(order)])
        psi[tuple(occupied[k] for k in order)] += sign / np.sqrt(6)
    states.append(psi)
states = np.array(states)
D_same, X_same = J_same[2, 1, 2, 0, 0], J_same[2, 1, 0, 0, 2]
for own, other in ((1, 0), (0, 2), (1, 2)):
    G = np.zeros((4, 2) * 4, dtype=complex)
    for k in range(3):
        G += 1j * own * np.einsum('abcd,st,uv->ascubtdv', J_same[k], spin[k], one)
        G += 1j * other * np.einsum('abcd,st,uv->ascubtdv', J_same[k], one, spin[k])
    G = G.reshape(8, 8, 8, 8)
    G = G + G.transpose(1, 0, 3, 2)
    H = 3 * np.einsum('iprx,prqs,jqsx->ij', states, G, states, optimize=True)
    zeta_model = -2 * own * D_same + 2 * (own + other) * X_same
    expected = np.sort([zeta_model / 2] * 4 + [-zeta_model] * 2)
    assert np.allclose(H, H.conj().T, atol=1e-10)
    assert np.allclose(np.linalg.eigvalsh(H), expected, atol=1e-10)
    # the px-up, py-up element fixes the sign of zeta
    assert abs(H[0, 2] - (-0.5j * zeta_model)) < 1e-10

# ---- Boron atom -----------------------------------------------------------
Z = 5
loaded = gto.basis.load('6-311g', 'B')
primitive_basis = []
for l in (0, 1):
    found = {float(row[0]) for shell in loaded if shell[0] == l
             for row in shell[1:]}
    primitive_basis += [[l, [e, 1.0]] for e in sorted(found, reverse=True)]
atom = gto.M(atom='B 0 0 0', basis={'B': primitive_basis}, spin=1, verbose=0)
mf = scf.ROHF(atom)
mf.conv_tol = 1e-12
mf.max_cycle = 200
energy = mf.kernel()
assert mf.converged

starts = atom.ao_loc_nr()
s_shells = [i for i in range(atom.nbas) if atom.bas_angular(i) == 0]
p_shells = [i for i in range(atom.nbas) if atom.bas_angular(i) == 1]
s_exp = np.array([atom.bas_exp(i)[0] for i in s_shells])
p_exp = np.array([atom.bas_exp(i)[0] for i in p_shells])
core = mf.mo_coeff[:, mf.mo_occ == 2]
valence = mf.mo_coeff[:, mf.mo_occ == 1][:, 0]
s_rows = [starts[i] for i in s_shells]
p_rows = np.array([[starts[i] + k for k in range(3)] for i in p_shells])
assert np.max(np.abs(core[p_rows.ravel()])) < 1e-5
assert np.max(np.abs(valence[s_rows])) < 1e-5
left, singular, _ = np.linalg.svd(valence[p_rows])
assert singular[1] < 1e-5 * singular[0]      # one radial shape, one direction
cs = core[s_rows] * np.array([norms(e)[0] for e in s_exp])[:, None]
cp = left[:, 0] * singular[0] * np.array([norms(e)[1] for e in p_exp])

origin = np.zeros(3)
direct, exchange = np.zeros(2), np.zeros(2)
pp = {(i, j): pair_expansion(p_exp[i], origin, p_exp[j], origin)[1][2, 1, 2].ravel()
      for i in range(len(p_exp)) for j in range(len(p_exp))}
ss = {(m, n): ket_vectors(pair_expansion(s_exp[m], origin, s_exp[n], origin)[0])[0, 0]
      for m in range(len(s_exp)) for n in range(len(s_exp))}
ps = {(i, m): pair_expansion(p_exp[i], origin, s_exp[m], origin)[1][2, 1, 0].ravel()
      for i in range(len(p_exp)) for m in range(len(s_exp))}
sp = {(n, j): ket_vectors(pair_expansion(s_exp[n], origin, p_exp[j], origin)[0])[0, 2]
      for n in range(len(s_exp)) for j in range(len(p_exp))}
for i, j in pp:
    for m, n in ss:
        weight = cp[i] * cp[j] * cs[m] * cs[n]
        M = coulomb_matrix(p_exp[i] + p_exp[j], origin, s_exp[m] + s_exp[n], origin)
        direct += weight * (pp[i, j] @ M @ ss[m, n])
        M = coulomb_matrix(p_exp[i] + s_exp[m], origin, s_exp[n] + p_exp[j], origin)
        exchange += weight * (ps[i, m] @ M @ sp[n, j])
inverse_cube = 4 * np.pi / 3 * np.sum(
    np.outer(cp, cp) / (2 * (p_exp[:, None] + p_exp[None, :])))

# Radial quadrature of the same atomic quantities
logr = np.linspace(np.log(1e-5), np.log(40.0), 20001)
r = np.exp(logr)
f = np.exp(-np.outer(r ** 2, p_exp)) @ cp          # px = x f(r)
assert abs(trapezoid(4 * np.pi / 3 * f ** 2 * r ** 5, logr) - 1) < 1e-5
assert abs(trapezoid(4 * np.pi / 3 * f ** 2 * r ** 2, logr) / inverse_cube - 1) < 1e-5
for k in range(2):
    gauss = np.exp(-np.outer(r ** 2, s_exp))
    g = gauss @ cs[:, k]
    slope = -2 * r * (gauss @ (s_exp * cs[:, k]))
    enclosed = cumulative_trapezoid(4 * np.pi * g ** 2 * r ** 3, logr, initial=0)
    by_gauss_law = trapezoid(4 * np.pi / 3 * f ** 2 * r ** 2 * enclosed, logr)
    assert abs(by_gauss_law / direct[k] - 1) < 1e-4
    source = g * f * r ** 3
    inside = cumulative_trapezoid(source * r * r, logr, initial=0)
    outside = cumulative_trapezoid(source / r, logr, initial=0)
    potential = inside / r ** 2 + r * (outside[-1] - outside)
    by_dipole = (4 * np.pi / 3) ** 2 * trapezoid(
        f * slope * potential * r ** 3, logr)
    assert abs(by_dipole / exchange[k] - 1) < 1e-4

alpha = constants.fine_structure
to_cm = constants.physical_constants['hartree-inverse meter relationship'][0] / 100
unit = alpha ** 2 / 2 * to_cm
bare = unit * Z * inverse_cube
screen_direct = -2 * unit * direct.sum()
own_exchange = 2 * unit * exchange.sum()
other_orbit = 4 * unit * exchange.sum()
zeta = bare + screen_direct + own_exchange + other_orbit
assert 0 < zeta < bare


def vec(v, digits=6):
    return ' '.join('%.*f' % (digits, x) for x in v)


print('FOUR-CENTRE EXAMPLE (lengths in bohr)')
print('exponents a b c d [bohr^-2]:', *exps)
for name, R in zip('ABCD', centres):
    print('centre', name, '[bohr]:', vec(R, 1))
print('p, q [bohr^-2]: %.4f %.4f' % (p, q))
print('mu, rho [bohr^-2]: %.6f %.6f' % (mu, rho))
print('P [bohr]:', vec(P))
print('Q [bohr]:', vec(Q))
print('(A-B) x (P-Q) [bohr^2]:', vec(np.cross(A - B, P - Q)))
print('K, both overlap factors: %.6f' % K)
print('N, unnormalized prefactor [bohr^5]: %.6f' % N)
print('T and F1(T): %.6f %.6f' % (T, boys(1, T)))
print('product of four s norms [bohr^-6]: %.6f' % norm_ssss)
print('J(ss|ss), closed form [bohr^-3]:', vec(closed * norm_ssss))
print('J(ss|ss), algorithm [bohr^-3]:', vec(J[:, 0, 0, 0, 0]))
print('J(ss|ss), quadrature [bohr^-3]:', vec(J_quad[:, 0, 0, 0, 0] * norm_ssss))
print('J(px py|s s) [bohr^-3]:', vec(J[:, 1, 2, 0, 0]))
print('J(px s|s py) [bohr^-3]:', vec(J[:, 1, 0, 0, 2]))
print('J(px py|pz pz) [bohr^-3]:', vec(J[:, 1, 2, 3, 3]))
print('integrals compared per block:', J_raw.size)
print('max error vs quadrature, unnormalized: %.1e' % error_quad)
print('max error vs differences [bohr^-3]: %.1e' % error_fd)
print('max error of ket-derivative form [bohr^-3]: %.1e' % error_shift)
print('ONE COMMON CENTRE, all exponents 1 bohr^-2')
print('max error vs quadrature, unnormalized: %.1e' % error_same)
print('J_z(px py|s s) [bohr^-3]: %.6f' % D_same)
print('J_z(px s|s py) [bohr^-3]: %.6f' % X_same)
print('BORON ATOM, ROHF, uncontracted 6-311G exponents')
print('s and p primitive shells:', len(s_exp), len(p_exp))
print('ROHF energy [hartree]: %.6f' % energy)
print('<r^-3> of 2p [bohr^-3]: %.5f' % inverse_cube)
print('D for 1s, 2s [bohr^-3]:', vec(direct, 5))
print('X for 1s, 2s [bohr^-3]:', vec(exchange, 5))
print('alpha^2/2: %.6e' % (alpha ** 2 / 2))
print('1 hartree [cm^-1]: %.3f' % to_cm)
print('bare nuclear zeta [cm^-1]: %.3f' % bare)
print('direct screening [cm^-1]: %.3f' % screen_direct)
print('own-orbit exchange [cm^-1]: %.3f' % own_exchange)
print('spin-other-orbit [cm^-1]: %.3f' % other_orbit)
print('net zeta [cm^-1]: %.3f' % zeta)
print('net zeta [hartree]: %.4e' % (zeta / to_cm))
print('net / bare zeta: %.4f' % (zeta / bare))
print('splitting, bare nucleus [cm^-1]: %.3f' % (1.5 * bare))
print('splitting E(3/2)-E(1/2) [cm^-1]: %.3f' % (1.5 * zeta))
print('ALL CHECKS PASSED')
```

Running it gives:

```
FOUR-CENTRE EXAMPLE (lengths in bohr)
exponents a b c d [bohr^-2]: 0.8 0.5 0.6 0.9
centre A [bohr]: 0.0 0.0 0.0
centre B [bohr]: 1.0 0.0 0.0
centre C [bohr]: 0.0 1.0 0.0
centre D [bohr]: 0.0 0.5 1.0
p, q [bohr^-2]: 1.3000 1.5000
mu, rho [bohr^-2]: 0.307692 0.696429
P [bohr]: 0.384615 0.000000 0.000000
Q [bohr]: 0.000000 0.700000 0.600000
(A-B) x (P-Q) [bohr^2]: 0.000000 -0.600000 0.700000
K, both overlap factors: 0.468747
N, unnormalized prefactor [bohr^5]: 10.722376
T and F1(T): 0.694986 0.223410
product of four s norms [bohr^-6]: 0.081749
J(ss|ss), closed form [bohr^-3]: 0.000000 -0.047208 0.055076
J(ss|ss), algorithm [bohr^-3]: 0.000000 -0.047208 0.055076
J(ss|ss), quadrature [bohr^-3]: -0.000000 -0.047208 0.055076
J(px py|s s) [bohr^-3]: 0.032372 0.009397 0.113441
J(px s|s py) [bohr^-3]: 0.000000 0.000416 -0.031992
J(px py|pz pz) [bohr^-3]: -0.002780 -0.003352 0.002790
integrals compared per block: 768
max error vs quadrature, unnormalized: 3.7e-15
max error vs differences [bohr^-3]: 2.2e-09
max error of ket-derivative form [bohr^-3]: 3.5e-09
ONE COMMON CENTRE, all exponents 1 bohr^-2
max error vs quadrature, unnormalized: 2.9e-15
J_z(px py|s s) [bohr^-3]: 0.752253
J_z(px s|s py) [bohr^-3]: -0.376126
BORON ATOM, ROHF, uncontracted 6-311G exponents
s and p primitive shells: 11 5
ROHF energy [hartree]: -24.526887
<r^-3> of 2p [bohr^-3]: 0.76769
D for 1s, 2s [bohr^-3]: 0.56096 0.06914
X for 1s, 2s [bohr^-3]: -0.14676 -0.00235
alpha^2/2: 2.662568e-05
1 hartree [cm^-1]: 219474.631
bare nuclear zeta [cm^-1]: 22.431
direct screening [cm^-1]: -7.364
own-orbit exchange [cm^-1]: -1.743
spin-other-orbit [cm^-1]: -3.485
net zeta [cm^-1]: 9.838
net zeta [hartree]: 4.4826e-05
net / bare zeta: 0.4386
splitting, bare nucleus [cm^-1]: 33.646
splitting E(3/2)-E(1/2) [cm^-1]: 14.757
ALL CHECKS PASSED
```
